# Hyperferroelectricity: why polarization can survive open-circuit conditions

## Result

Among uniform (single-domain) states, a ferroelectric with a continuous double well keeps a polarization normal to its surfaces under open-circuit conditions if the depolarizing force constant is smaller than the short-circuit instability:

$$
G\equiv\frac{Z^2e^2}{\Omega\varepsilon_0\varepsilon_\infty}<A .
$$

Here $-A<0$ is the force constant of the soft transverse optical (TO) mode in the nonpolar structure, $Z$ is the mode charge in units of $e$, $\Omega$ is the cell volume and $\varepsilon_\infty$ is the relative electronic permittivity. The longitudinal optical (LO) force constant of the same structure is $-A+G$, so the inequality says that the LO mode is unstable too. The ratio $Z^2/\varepsilon_\infty$ must be smaller than $A\Omega\varepsilon_0/e^2$; it need not be small in itself.

## Setting

Consider an insulating slab, uniformly polarized along its normal, which is also the polar axis. "Open circuit" means that the surfaces carry no free charge, so the displacement field inside is $D=0$. "Short circuit" means $E=0$. In-plane polarization, domains, strain, and thermal and zero-point motion are left out, and $Z$ and $\varepsilon_\infty$ are taken as independent of the displacement $u$.

Three energies compete: the short-range gain that drives the distortion, the anharmonic cost that limits it, and the depolarizing cost.

## First and second contributions: the short-circuit well

At $E=0$ the energy per cell is

$$
V(u)=-\tfrac12Au^2+\tfrac14Bu^4,\qquad A,B>0 .
$$

Setting $V'=u(-A+Bu^2)=0$ gives $u_0^2=A/B$. The depth is

$$
W_0=-V(u_0)=\frac{A^2}{2B}-\frac{A^2}{4B}=\frac{A^2}{4B}=\frac{Au_0^2}{4}.
$$

At $u_0$ the quadratic gain is therefore $\tfrac12Au_0^2=2W_0$, and the quartic term takes back $\tfrac14Bu_0^4=W_0$.

## Third contribution: the depolarizing energy

Let $Zeu$ be the cell dipole produced by the displacement at zero macroscopic field, and $em$ the further electronic dipole induced by the field. Then

$$
P=\frac{e(Zu+m)}{\Omega},\qquad D=\varepsilon_0E+P=0\;\Rightarrow\;E=-\frac{P}{\varepsilon_0}.
$$

Creating $m$ costs $e^2m^2/[2\Omega\varepsilon_0(\varepsilon_\infty-1)]$. This form is fixed by linear response: minimizing it together with $-emE$ at a given field returns $em=\Omega\varepsilon_0(\varepsilon_\infty-1)E$. The field itself stores $\tfrac12\Omega\varepsilon_0E^2$. The sum is

$$
U_{\rm dep}=\frac{e^2}{2\Omega\varepsilon_0}\left[\frac{m^2}{\varepsilon_\infty-1}+(Zu+m)^2\right].
$$

The electrons relax at fixed $u$, so the derivative with respect to $m$ vanishes:

$$
\frac{m}{\varepsilon_\infty-1}+Zu+m=0
\;\Rightarrow\;
m=-\frac{\varepsilon_\infty-1}{\varepsilon_\infty}Zu,\qquad
Zu+m=\frac{Zu}{\varepsilon_\infty}.
$$

Inserting this,

$$
U_{\rm dep}=\frac{Z^2e^2u^2}{2\Omega\varepsilon_0}
\left[\frac{\varepsilon_\infty-1}{\varepsilon_\infty^2}+\frac1{\varepsilon_\infty^2}\right]
=\frac{Z^2e^2u^2}{2\Omega\varepsilon_0\varepsilon_\infty}
=\tfrac12Gu^2 .
$$

The two terms in the bracket are the electronic and field parts, in the ratio $(\varepsilon_\infty-1):1$. The electrons lower the total cost by cancelling most of the lattice dipole when $\varepsilon_\infty$ is large. The same cancellation reduces the polarization that remains:

$$
P=\frac{Zeu}{\Omega\varepsilon_\infty}.
$$

A large surviving displacement can thus go with a small surviving polarization.

## Why this is the LO mode

Take a wave long compared with the cell, but short enough that retardation is negligible. Without free charge $\mathbf q\cdot\mathbf D=0$, and in the electrostatic limit $\mathbf q\times\mathbf E=0$.

- If the polarization is along $\mathbf q$ and along the polar axis, $\mathbf D$ is also along $\mathbf q$, and $\mathbf q\cdot\mathbf D=0$ forces $D=0$. The wave feels the open-circuit energy.
- If the polarization is along the polar axis and $\mathbf q$ is perpendicular to it, $\mathbf E$ must be along $\mathbf q$, where there is no polarization. Then $\mathbf q\cdot\mathbf D=0$ gives $E=0$. The wave feels the short-circuit energy.

The second derivatives at $u=0$ are therefore

$$
K_{\rm TO}=-A,\qquad K_{\rm LO}=-A+G .
$$

With mode mass $M$, $\omega^2=K/M$, so a negative $K$ means an imaginary frequency.

No separate local-field factor belongs in $G$, because $Z$ and $\varepsilon_\infty$ are defined with respect to the macroscopic field and already contain local fields. This was tested on a simple cubic lattice of charged sites with polarizability $0.1a^3$. The LO–TO difference from the dipole sum and the value from $Z^2/\varepsilon_\infty$ are both 11.767 in units of $Q^2/a^3$ (Gaussian), where $Q$ is the site charge and $a$ the lattice constant.

## Weighing the three contributions

At $D=0$ the energy is

$$
U(u)=-\tfrac12(A-G)u^2+\tfrac14Bu^4 .
$$

If $G\ge A$, neither term is negative and the minimum is at $u=0$. If $G<A$, the condition $U'=u[-(A-G)+Bu^2]=0$ has the polar solutions $u_D^2=(A-G)/B$. With $g=G/A$,

$$
u_D=u_0\sqrt{1-g},\qquad
W_D=-U(u_D)=\frac{(A-G)^2}{4B}=W_0(1-g)^2 .
$$

Since $A=4W_0/u_0^2$, the criterion $G<A$ can also be written as

$$
\tfrac12Gu_0^2<2W_0 .
$$

The depolarizing energy at the short-circuit displacement may exceed the well depth, up to twice that depth. The crystal need not stay at $u_0$. When it shrinks its displacement, the quadratic gain and the depolarizing cost fall as $u^2$, while the quartic cost falls as $u^4$. At small $u$ the contest is between $A$ and $G$ alone.

Three limits follow.

- As $g\to1$ from below, $u_D$ vanishes continuously as $\sqrt{1-g}$.
- As $Z\to0$, $u_D\to u_0$, but $P$ vanishes in proportion to $Z$.
- As $\varepsilon_\infty\to\infty$, $u_D\to u_0$ again, while $P$ vanishes as $1/\varepsilon_\infty$.

At fixed $Z$ and $A$, $g\propto1/\varepsilon_\infty$, so $P\propto g\sqrt{1-g}$. Setting the derivative of $g^2(1-g)$ to zero gives $2g-3g^2=0$, and the open-circuit polarization is largest at $g=2/3$, provided $Z$ is large enough for $g$ to reach this value with $\varepsilon_\infty\ge1$.

### Which structure has the unstable LO mode

The instability belongs to the nonpolar structure. At fixed $D$, the field is $E=(D-Zeu/\Omega)/(\varepsilon_0\varepsilon_\infty)$ and the electrostatic energy, $\tfrac12\Omega\varepsilon_0\varepsilon_\infty E^2$, is

$$
\frac{\Omega}{2\varepsilon_0\varepsilon_\infty}\left(D-\frac{Zeu}{\Omega}\right)^2 .
$$

Changing $D$ adds only terms constant or linear in $u$, so the curvature is $-A+G+3Bu^2$ for any fixed $D$. It equals $2(A-G)$ at $u_D$ when $G<A$, and $2A+G$ at $u_0$. Both are positive: once the crystal is polar, its LO mode is stable.

This does not make the uniform state stable against domains. A wave with $\mathbf q$ perpendicular to the axis feels a fixed field, and its curvature at $u_D$ is $-A+3Bu_D^2=2A-3G$, which is negative for $g>2/3$. The uniform state is then unstable to a lateral modulation once the slab is thick enough that gradient and stray-field energies no longer make up the deficit. For $g<2/3$ it is locally stable. Since $W_D<W_0$, however, a domain pattern still lies lower once its wall and stray-field energy per cell falls below $W_0-W_D$.

## Numbers

The example uses round model parameters: $u_0=0.2$ Å, $W_0=20$ meV and $\Omega=60$ Å$^3$. Then

$$
A=\frac{4(0.020)}{0.2^2}=2.0\ \text{eV/Å}^2,\qquad \frac{e^2}{\varepsilon_0}=180.95\ \text{eV Å}.
$$

All four cases below have this same short-circuit well.

| Case | $Z$ | $\varepsilon_\infty$ | $G/A$ | $u_D$ (Å) | $W_D$ (meV) |
|---|---|---|---|---|---|
| a | 2 | 20 | 0.30 | 0.167 | 9.76 |
| b | 2 | 8 | 0.75 | 0.099 | 1.21 |
| c | 2 | 5 | 1.21 | 0 | 0 |
| d | 6 | 6 | 9.05 | 0 | 0 |

For case a,

$$
G=\frac{2^2(180.95)}{60(20)}=0.603\ \text{eV/Å}^2,\qquad
u_D=0.2\sqrt{1-0.302}=0.167\ \text{Å}.
$$

The displacement keeps 84% of its short-circuit value, but the polarization falls from 10.68 to

$$
P=10.68\times\frac{0.167}{0.2}\times\frac1{20}=0.45\ \mu\text{C/cm}^2 .
$$

Case b shows the factor of two in the energy criterion. At $u_0$ the contributions are $-40$ meV (quadratic), $+20$ meV (quartic) and $+30.2$ meV (depolarizing). Their sum is $+10.2$ meV, above the nonpolar state. At $u_D$ the square of the displacement has shrunk by the factor $1-0.754=0.246$, and the same contributions become

$$
-40(0.246)+20(0.246)^2+30.2(0.246)=-1.2\ \text{meV}.
$$

Among uniform states, the polar state wins at the smaller displacement. The margin is fragile. Here $g>2/3$, so $2A-3G=-0.52$ eV/Å$^2$ and domains are favoured in all but very thin slabs. The well is also shallow for quantum motion: a single oscillator of mass 30 u in it has its lowest level 3.6 meV above the minimum, higher than the 1.2 meV barrier. Its polarization, 0.66 μC/cm$^2$, is larger than in case a: the electrons cancel less of the lattice dipole, and this outweighs the smaller $u_D$.

Case c differs from a and b only in $\varepsilon_\infty$, yet it is nonpolar. In case d the mode charge dominates. At $Z=6$ the criterion would require $\varepsilon_\infty>36(180.95)/(60\times2)\approx54$.

## A further contribution: other polar modes

Let $u_1$ be the one unstable mode of the force-constant matrix, with $K_1<0$, and let the other modes along the axis have $K_i>0$ and charges $Z_i$. Define $c=e^2/(\Omega\varepsilon_0\varepsilon_\infty)$ and $s=\sum_iZ_iu_i$, including $i=1$. The quadratic energy at $D=0$ is $\tfrac12\sum_iK_iu_i^2+\tfrac12cs^2$. Relaxing each hard mode gives

$$
K_iu_i+cZ_is=0\;\Rightarrow\;u_i=-\frac{cZ_is}{K_i}.
$$

Write $R=\sum_{i>1}Z_i^2/K_i$. Then $s=Z_1u_1-cRs$, so $s=Z_1u_1/(1+cR)$. The hard-mode and electrostatic energies add to

$$
\tfrac12c^2Rs^2+\tfrac12cs^2=\tfrac12cs^2(1+cR)=\frac{cZ_1^2u_1^2}{2(1+cR)} .
$$

Because $\varepsilon_\infty(1+cR)=\varepsilon_\infty+e^2R/(\Omega\varepsilon_0)$, the criterion becomes

$$
\frac{Z_1^2e^2}{\Omega\varepsilon_0\varepsilon_b}<|K_1|,\qquad
\varepsilon_b=\varepsilon_\infty+\sum_{i>1}\frac{Z_i^2e^2}{\Omega\varepsilon_0K_i}.
$$

Hard polar modes screen the soft one just as electrons do. The criterion was tested against direct diagonalization for 400 random four-mode matrices.

Adding to case c a harmonic mode with $K_2=8$ eV/Å$^2$ and $Z_2=4$ gives

$$
\varepsilon_b=5+\frac{16(180.95)}{60(8)}=11.03 .
$$

The effective $G$ drops from 2.41 to 1.09 eV/Å$^2$, below $A$, and the polar state returns with $u_D=0.135$ Å.

If two TO modes along the axis are unstable, some combination of them has $s=0$. It has no depolarizing energy and still lowers the total energy, so an LO instability is then guaranteed, however large the charges. A net polarization is not: for two identical, uncoupled double wells with equal charges, the lowest state at $D=0$ has $u_1=-u_2$ and $P=0$, although polar minima with $u_1=u_2$ can survive at higher energy when the charges are small.

## When LO instability is not necessary

For a single soft mode, a negative curvature at $u=0$, with an energy that rises without limit at large $|u|$, implies a polar minimum at $D=0$. The converse relied on the purely quartic form with $B>0$. For a discontinuous transition take

$$
U=\tfrac12ax^2-\tfrac14bx^4+\tfrac16cx^6,\qquad b,c>0,
$$

where $x$ is the displacement, $a$ is now the LO force constant, depolarizing term included, and $c$ is a new anharmonic coefficient. With $y=x^2$, nonzero stationary points obey $a-by+cy^2=0$. Two distinct real roots require $a<b^2/(4c)$, and the larger root is then a polar minimum.

This minimum is degenerate with the nonpolar state when also $a-\tfrac12by+\tfrac13cy^2=0$, which is $2U/y=0$. Subtracting this from the stationarity condition gives $-\tfrac12by+\tfrac23cy^2=0$, so $y=3b/(4c)$ and

$$
a=by-cy^2=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}.
$$

For $0<a<3b^2/(16c)$ the polar state is lowest although the LO mode is stable. For $3b^2/(16c)<a<b^2/(4c)$ it is metastable.

## The voltage limit

The surviving polarization leaves a field $|E|=P/\varepsilon_0$, which is 0.50 V/nm in case a and 0.75 V/nm in case b. The voltage across the slab grows with its thickness: about 1 V over 2 nm in case a. When it becomes comparable with the band gap divided by $e$, charge can transfer between the surfaces. Then $D=0$ no longer holds, and the slab is partly screened. The criterion describes the insulating, single-domain slab below that limit. For a 1 eV gap and a cubic cell of 60 Å$^3$, the limit is only about five cells in case a and three in case b.

## Table of computed values

```
e^2/eps0 = 180.951 eV A
u0 = 0.2 A, W0 = 20 meV, Omega = 60 A^3
mode mass = 30 u
A = 2.000 eV/A^2, B = 50.00 eV/A^4
TO frequency = -4.037 THz (minus: imaginary)
case a: Z = 2 e, eps_inf = 20
  G = 0.6032 eV/A^2, G/A = 0.3016
  K_LO = -1.3968 eV/A^2, LO freq = -3.373 THz
  depolarizing energy at u0 = 12.06 meV
  u_D = 0.1671 A, depth W_D = 9.756 meV
  P(E=0) = 10.68 microC/cm^2
  P(D=0) = 0.446 microC/cm^2
  field size at D=0 = 0.504 V/nm
case b: Z = 2 e, eps_inf = 8
  G = 1.5079 eV/A^2, G/A = 0.7540
  K_LO = -0.4921 eV/A^2, LO freq = -2.002 THz
  depolarizing energy at u0 = 30.16 meV
  u_D = 0.0992 A, depth W_D = 1.211 meV
  P(E=0) = 10.68 microC/cm^2
  P(D=0) = 0.662 microC/cm^2
  field size at D=0 = 0.748 V/nm
case c: Z = 2 e, eps_inf = 5
  G = 2.4127 eV/A^2, G/A = 1.2063
  K_LO = 0.4127 eV/A^2, LO freq = 1.834 THz
  depolarizing energy at u0 = 48.25 meV
  u_D = 0.0000 A, depth W_D = 0.000 meV
  P(E=0) = 10.68 microC/cm^2
  P(D=0) = 0.000 microC/cm^2
  field size at D=0 = 0.000 V/nm
case d: Z = 6 e, eps_inf = 6
  G = 18.0951 eV/A^2, G/A = 9.0476
  K_LO = 16.0951 eV/A^2, LO freq = 11.451 THz
  depolarizing energy at u0 = 361.90 meV
  u_D = 0.0000 A, depth W_D = 0.000 meV
  P(E=0) = 32.04 microC/cm^2
  P(D=0) = 0.000 microC/cm^2
  field size at D=0 = 0.000 V/nm
critical Z at eps_inf = 5: 1.821 e
critical Z at eps_inf = 8: 2.303 e
critical Z at eps_inf = 20: 3.642 e
case c + hard mode: K2 = 8 eV/A^2, Z2 = 4 e
  eps_b = 11.032, G with eps_b = 1.0935 eV/A^2
  lowest LO force constant = -0.8461 eV/A^2
  u_D = 0.1346 A, depth W_D = 4.109 meV
  P(D=0) = 0.652 microC/cm^2
random one-soft-mode crystals: 400, LO-unstable: 373
dipole lattice: Z = 1.7208 site charges, eps_inf = 3.1624
  K_LO-K_TO, lattice sum = 11.7668 (Q^2/a^3, Gaussian)
  K_LO-K_TO, from Z^2/eps = 11.7668 (Q^2/a^3, Gaussian)
first-order well: polar state lowest for a < 0.1875 (b=c=1)
first-order well: polar minimum exists for a < 0.2500 (b=c=1)
```
